# Radial integrals between hydrogenic s states from SU(1,1) dilations: a program that tests the result

```python
# Result under test (Hartree units, s states, u = r R, H = -u''/2 - Z u/r).
# S_n(r) = (2/sqrt n) r e^{-r} L^1_{n-1}(2r): Sturmians, orthonormal in (f,g) = int f g dr/r.
# K0 = (-r f''+r f)/2, K1 = (-r f''-r f)/2, D = r d/dr span su(1,1); (U f)(r) = f(a r), a = e^theta.
# d_{nm}(theta) = (S_n, U S_m), t = tanh(theta/2):
#   d = sqrt(m/n) C(n,m) t^(n-m) (1-t^2) 2F1(1-m,n+1;n-m+1;t^2)  for n >= m
#     = (-1)^(m-1) sqrt(nm) t^(n+m-2) (1-t^2) 2F1(1-n,1-m;2;1-1/t^2)
# Hydrogenic u_{nZ} = c S_n(lam r), lam = Z/n, c = sqrt(Z)/n; theta = ln(lam'/lam):
#   <nZ|r^p|mZ'> = c c' lam^(-p-1) sum_k (R^(p+1))_{nk} d_{km}, R = matrix of r (tridiagonal)
#   <nZ|mZ'> = (c c'/lam) (m - n e^{-theta}) d_{nm} / sinh(theta)
import numpy as np, sympy as sp, mpmath as mp
from scipy.special import eval_genlaguerre
from scipy.linalg import expm
from scipy.constants import physical_constants
from sympy.physics.hydrogen import R_nl

mp.mp.dps = 30
r, a, Zs = sp.symbols('r a Z', positive=True)
K0 = lambda g: (-r*sp.diff(g, r, 2) + r*g)/2
K1 = lambda g: (-r*sp.diff(g, r, 2) - r*g)/2
D = lambda g: r*sp.diff(g, r)
Kp = lambda g: K1(g) + D(g)
Km = lambda g: K1(g) - D(g)
comm = lambda A, B, g: A(B(g)) - B(A(g))
zero = lambda e: sp.simplify(sp.expand(e)) == 0

# algebra and Casimir on a generic function
f = sp.Function('f')(r)
assert zero(comm(K0, K1, f) - D(f)) and zero(comm(K0, D, f) - K1(f))
assert zero(comm(D, K1, f) + K0(f)) and zero(comm(Kp, Km, f) + 2*K0(f))
assert zero(comm(K0, Kp, f) - Kp(f)) and zero(comm(K0, Km, f) + Km(f))
assert zero(K0(K0(f)) - K1(K1(f)) + D(D(f)))
ch, sh = (a + 1/a)/2, (a - 1/a)/2
g = r**2*sp.exp(-r/3) + r**5
assert zero(K0(g.subs(r, r/a)).subs(r, a*r) - (ch*K0(g) - sh*K1(g)))

# ladder action, Schroedinger equation, match with library hydrogen functions
lag = lambda n, x: sp.expand(sp.assoc_laguerre(n - 1, 1, x))
S = lambda n: 2/sp.sqrt(n)*r*sp.exp(-r)*lag(n, 2*r) if n > 0 else sp.Integer(0)
for n in range(1, 5):
    assert zero(K0(S(n)) - n*S(n))
    assert zero(Kp(S(n)) - sp.sqrt(n*(n + 1))*S(n + 1))
    assert zero(Km(S(n)) - sp.sqrt(n*(n - 1))*S(n - 1))
    u = sp.sqrt(Zs)/n*S(n).subs(r, Zs*r/n)
    assert zero(-sp.diff(u, r, 2)/2 - Zs*u/r + Zs**2*u/(2*n**2))
    assert zero(u - r*R_nl(n, 0, r, Zs))

def exact_integral(n, m, power):
    # sqrt(nm) * int S_n(r) r^power S_m(a r) dr/r, term by term
    poly = sp.Poly(sp.expand(4*a*r**(1 + power)*lag(n, 2*r)*lag(m, 2*a*r)), r)
    return sp.cancel(sum(co*sp.factorial(k)/(1 + a)**(k + 1) for (k,), co in poly.terms()))

def hyp_sum(A, B, C, x, top):
    return sum(sp.rf(A, j)*sp.rf(B, j)/(sp.rf(C, j)*sp.factorial(j))*x**j for j in range(top + 1))

ts = (a - 1)/(a + 1)
ddtheta = lambda e: a*sp.diff(e, a)
for n in range(1, 5):
    for m in range(1, 5):
        ex = exact_integral(n, m, 0)
        gordon = (-1)**(m - 1)*n*m*ts**(n + m - 2)*(1 - ts**2)*hyp_sum(1 - n, 1 - m, 2, 1 - 1/ts**2, min(n, m) - 1)
        assert sp.cancel(ex - gordon) == 0
        normal = sum(k*sp.binomial(n, k)*sp.binomial(m, k)*(1 - ts**2)**k*ts**(n - k)*(-ts)**(m - k)
                     for k in range(1, min(n, m) + 1))
        assert sp.cancel(ex - normal) == 0
        if n >= m:
            square = m*sp.binomial(n, m)*ts**(n - m)*(1 - ts**2)*hyp_sum(1 - m, n + 1, n - m + 1, ts**2, m - 1)
            assert sp.cancel(ex - square) == 0
        assert sp.cancel(ex - (-1)**(n - m)*exact_integral(m, n, 0)) == 0
        assert sp.cancel(ex - (-1)**(n - m)*ex.subs(a, 1/a)) == 0
        ode = ddtheta(ddtheta(ex)) + ch/sh*ddtheta(ex) - (n*n + m*m - 2*n*m*ch)/sh**2*ex
        assert sp.cancel(ode) == 0
        assert sp.cancel(exact_integral(n, m, 1) - (m - n/a)*ex/sh) == 0

def d(n, m, theta):
    if n < m:
        return (-1)**(m - n)*d(m, n, theta)
    t = mp.tanh(mp.mpf(theta)/2)
    return float(mp.sqrt(mp.mpf(m)/n)*mp.binomial(n, m)*t**(n - m)*(1 - t*t)*mp.hyp2f1(1 - m, n + 1, n - m + 1, t*t))

# panel Gauss-Legendre quadrature on [0, 300]
xg, wg = np.polynomial.legendre.leggauss(20)
x = (np.arange(300)[:, None] + (xg + 1)/2).ravel()
w = np.tile(wg/2, 300)
Sn = lambda n, y: 2/np.sqrt(n)*y*np.exp(-y)*eval_genlaguerre(n - 1, 1, 2*y)
NR = 14
kk = np.arange(1, NR)
R = np.diag(np.arange(1.0, NR + 1)) - 0.5*np.diag(np.sqrt(kk*(kk + 1)), 1) - 0.5*np.diag(np.sqrt(kk*(kk + 1)), -1)
basis = np.array([Sn(n, x) for n in range(1, NR + 1)])
assert np.allclose((basis*w/x) @ basis.T, np.eye(NR), atol=1e-11)
assert np.allclose((basis*w) @ basis.T, R, atol=1e-10)
for n, m, th in [(12, 7, np.log(12/7)), (7, 12, 0.9), (10, 10, -0.6)]:
    assert abs(np.sum(w/x*Sn(n, x)*Sn(m, np.exp(th)*x)) - d(n, m, th)) < 1e-11

# exponential of the generator (K+ - K-)/2, group law, unitarity
kb = np.arange(1, 200)
gen = 0.5*(np.diag(np.sqrt(kb*(kb + 1)), -1) - np.diag(np.sqrt(kb*(kb + 1)), 1))
err_exp = 0.0
for th in (np.log(1.5), -1.2):
    closed = np.array([[d(n, m, th) for m in range(1, 9)] for n in range(1, 9)])
    err_exp = max(err_exp, np.abs(expm(th*gen)[:8, :8] - closed).max())
assert err_exp < 1e-10
left = np.array([[d(n, k, 0.7) for k in range(1, 151)] for n in range(1, 5)])
right = np.array([[d(k, m, -0.3) for m in range(1, 5)] for k in range(1, 151)])
both = np.array([[d(n, m, 0.4) for m in range(1, 5)] for n in range(1, 5)])
err_group = np.abs(left @ right - both).max()
assert err_group < 1e-12 and np.allclose(left @ left.T, np.eye(4), atol=1e-12)

# coherent states built from the series: closed form, Moebius map, generating function
phi = lambda tau, y: sum(np.sqrt(n)*tau**(n - 1)*Sn(n, y) for n in range(1, 70))
sig, tau, th = -0.25, 0.3, np.log(1.5)
t = np.tanh(th/2)
y = np.linspace(0.1, 20, 50)
assert np.allclose(phi(tau, y), 2*y/(1 - tau)**2*np.exp(-y*(1 + tau)/(1 - tau)), atol=1e-11)
assert np.allclose(phi(tau, 1.5*y), (1 - t*t)/(1 + t*tau)**2*phi((tau + t)/(1 + t*tau), y), atol=1e-11)
assert abs(np.sum(w/x*phi(sig, x)*phi(tau, 1.5*x)) - (1 - t*t)/(1 - t*sig + t*tau - sig*tau)**2) < 1e-11

# radial integrals: group formula against quadrature with library hydrogen functions
table = {(n, Z): sp.lambdify(r, r*R_nl(n, 0, r, Z), 'numpy')(x) for n in range(1, 7) for Z in (1, 2)}
quad = lambda n, Z, m, Zp, p: np.sum(w*table[n, Z]*table[m, Zp]*x**p)
angle = lambda n, Z, m, Zp: np.log(Zp*n/(Z*m))
def group(n, Z, m, Zp, p):
    col = np.array([d(k, m, angle(n, Z, m, Zp)) for k in range(1, NR + 1)])
    return np.sqrt(Z*Zp)/(n*m)*(Z/n)**(-p - 1)*(np.linalg.matrix_power(R, p + 1)[n - 1] @ col)
err_int = 0.0
for Z, Zp in [(1, 1), (2, 1), (1, 2)]:
    for n in range(1, 7):
        for m in range(1, 5):
            for p in (-1, 0, 1, 2):
                q = quad(n, Z, m, Zp, p)
                err_int = max(err_int, abs(group(n, Z, m, Zp, p) - q)/(1 + abs(q)))
            if Zp*n != Z*m:
                th = angle(n, Z, m, Zp)
                cc, q = np.sqrt(Z*Zp)/(n*m), quad(n, Z, m, Zp, 0)
                assert abs(cc*n/Z*(m - n*np.exp(-th))*d(n, m, th)/np.sinh(th) - q) < 1e-10
                assert abs(2*cc*(Zp - Z)*d(n, m, th)/((Zp/m)**2 - (Z/n)**2) - q) < 1e-10
assert err_int < 1e-9

print(f"max error expm vs 2F1 = {err_exp:.1e}, group law = {err_group:.1e} (dimensionless)")
print(f"max relative error of radial integrals vs quadrature = {err_int:.1e}")
print(f"int S_1 S_2 dr = {np.sum(w*basis[0]*basis[1]):.6f} (not orthogonal in dr)")
a0 = physical_constants['Bohr radius'][0]*1e12
print(f"Bohr radius = {a0:.5f} pm")
n, m = 3, 2
th = angle(n, 1, m, 1)
t = np.tanh(th/2)
assert abs(t - (n - m)/(n + m)) < 1e-14
print(f"Hydrogen 3s-2s: theta = {th:.6f}, t = {t:.6f}, t^2 = {t*t:.6f}, 1-t^2 = {1 - t*t:.6f}")
print(f"Gordon argument 1-1/t^2 = {1 - 1/t**2:.6f}; c c' = {1/(n*m):.6f}; lambda = {1/n:.6f} 1/bohr")
F2, FG = float(mp.hyp2f1(1 - m, n + 1, n - m + 1, t*t)), float(mp.hyp2f1(1 - n, 1 - m, 2, 1 - 1/t**2))
print(f"2F1(-1,4;2;t^2) = {F2:.6f}; 2F1(-2,-1;2;1-1/t^2) = {FG:.6f}")
for k in range(1, 7):
    print(f"d_{k}2(theta) = {d(k, m, th):.8f}")
for p in (1, 2, 3):
    row = np.linalg.matrix_power(R, p)[n - 1, :6]
    print(f"row 3 of R^{p}: " + " ".join(f"{v:.5f}" for v in row))
terms = [R[n - 1, k - 1]*d(k, m, th) for k in (2, 3, 4)]
assert abs(sum(terms)) < 1e-13
print(f"overlap terms R32 d22, R33 d32, R34 d42 = {terms[0]:.8f} {terms[1]:.8f} {terms[2]:.8f}")
print(f"|sum of overlap terms| = {abs(sum(terms)):.8f}")
for nn, mm in [(3, 2), (1, 2)]:
    th = angle(nn, 1, mm, 1)
    print(f"{nn}s-{mm}s: theta = {th:.6f}, t = {np.tanh(th/2):.6f}, d = {d(nn, mm, th):.8f}")
    for p, name, unit in [(-1, '1/r', '1/bohr'), (1, 'r', 'bohr'), (2, 'r^2', 'bohr^2')]:
        print(f"<{nn}s|{name}|{mm}s> group = {group(nn, 1, mm, 1, p):.8f}, quadrature = {quad(nn, 1, mm, 1, p):.8f} {unit}")
    print(f"<{nn}s|r^2|{mm}s> = {group(nn, 1, mm, 1, 2)*a0**2:.1f} pm^2")
print("Sudden charge change: initial 1s with Z'=1, final ns with Z=2 (dimensionless)")
total = 0.0
for n in range(1, 7):
    th = angle(n, 2, 1, 1)
    amp = group(n, 2, 1, 1, 0)
    total += amp**2
    print(f"n={n}: theta={th:.6f} t={np.tanh(th/2):.6f} d_n1={d(n, 1, th):.6f} amp={amp:.6f} quad={quad(n, 2, 1, 1, 0):.6f} P={amp**2:.6f}")
assert total < 1
print(f"sum of P for n<=6 = {total:.6f}; higher shells plus continuum = {1 - total:.6f}")
print("all assertions hold")
```

Printed output:

```
max error expm vs 2F1 = 2.1e-15, group law = 1.7e-16 (dimensionless)
max relative error of radial integrals vs quadrature = 1.1e-12
int S_1 S_2 dr = -0.707107 (not orthogonal in dr)
Bohr radius = 52.91772 pm
Hydrogen 3s-2s: theta = 0.405465, t = 0.200000, t^2 = 0.040000, 1-t^2 = 0.960000
Gordon argument 1-1/t^2 = -24.000000; c c' = 0.166667; lambda = 0.333333 1/bohr
2F1(-1,4;2;t^2) = 0.920000; 2F1(-2,-1;2;1-1/t^2) = -23.000000
d_12(theta) = -0.27152900
d_22(theta) = 0.84480000
d_32(theta) = 0.43267787
d_42(theta) = 0.15205624
d_52(theta) = 0.04565823
d_62(theta) = 0.01255723
row 3 of R^1: 0.00000 -1.22474 3.00000 -1.73205 0.00000 0.00000
row 3 of R^2: 0.86603 -6.12372 13.50000 -12.12436 3.87298 0.00000
row 3 of R^3: 5.19615 -29.39388 69.00000 -80.54036 46.47580 -10.60660
overlap terms R32 d22, R33 d32, R34 d42 = -1.03466447 1.29803360 -0.26336914
|sum of overlap terms| = 0.00000000
3s-2s: theta = 0.405465, t = 0.200000, d = 0.43267787
<3s|1/r|2s> group = 0.07211298, quadrature = 0.07211298 1/bohr
<3s|r|2s> group = -1.85110879, quadrature = -1.85110879 bohr
<3s|r^2|2s> group = -29.90669425, quadrature = -29.90669425 bohr^2
<3s|r^2|2s> = -83747.3 pm^2
1s-2s: theta = -0.693147, t = -0.333333, d = 0.41902624
<1s|1/r|2s> group = 0.20951312, quadrature = 0.20951312 1/bohr
<1s|r|2s> group = -0.55870165, quadrature = -0.55870165 bohr
<1s|r^2|2s> group = -2.97974216, quadrature = -2.97974216 bohr^2
<1s|r^2|2s> = -8344.1 pm^2
Sudden charge change: initial 1s with Z'=1, final ns with Z=2 (dimensionless)
n=1: theta=-0.693147 t=-0.333333 d_n1=0.888889 amp=0.838052 quad=0.838052 P=0.702332
n=2: theta=0.000000 t=0.000000 d_n1=0.000000 amp=-0.500000 quad=-0.500000 P=0.250000
n=3: theta=0.405465 t=0.200000 d_n1=0.066511 amp=-0.112872 quad=-0.112872 P=0.012740
n=4: theta=0.693147 t=0.333333 d_n1=0.065844 amp=-0.062078 quad=-0.062078 P=0.003854
n=5: theta=0.916291 t=0.428571 d_n1=0.061580 amp=-0.041470 quad=-0.041470 P=0.001720
n=6: theta=1.098612 t=0.500000 d_n1=0.057410 amp=-0.030446 quad=-0.030446 P=0.000927
sum of P for n<=6 = 0.971573; higher shells plus continuum = 0.028427
all assertions hold
```
